# Why HOMO tuning misplaces compact sigma levels and short-range exchange helps: a program that tests the result

```python
"""Result under test: in a range-separated hybrid the Koopmans error of orbital i is
    kappa_i = [(1 - alpha) * D_i(gamma) - R_i] / 2,
so tuning gamma on an extended pi HOMO leaves an error on a compact sigma level,
and short-range Fock exchange (fraction alpha, gamma retuned) can remove it.
D_i: short-range self-Coulomb integral minus the semilocal exchange kernel term.
R_i: relaxation curvature of a dielectric sphere surrounding the orbital.
kappa_i = orbital energy + removal energy; positive means too shallow.
Orbital densities are Gaussians with standard deviation 'size' along each axis.
Long-range Fock exchange is complete. Internal units are atomic units.
The model parameters are round choices and describe no particular material.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc, spherical_jn

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom

sigma_size, pi_size = 0.6 / BOHR, 1.5 / BOHR
radius = 5.0 / BOHR
dielectric = 3.0
density = 1.0 * BOHR**3
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
removal_homo, removal_pi2, removal_sigma = 8.0, 9.0, 9.3  # eV


def coulomb_self(size):
    return 1 / (np.sqrt(np.pi) * size)


def short_range_self(size, gamma):
    x = 2 * gamma * size
    return coulomb_self(size) * (1 - x / np.sqrt(1 + x * x))


def kernel_strength(gamma):
    """Minus the same-spin second derivative of short-range LDA exchange."""
    t = (gamma / k_fermi) ** 2
    return 2 * np.pi / k_fermi**2 * (1 + t * np.expm1(-1 / t))


def density_overlap(size):
    return 1 / (8 * np.pi**1.5 * size**3)


def residual(size, gamma, semilocal=1.0):
    local_term = kernel_strength(gamma) * density_overlap(size)
    return short_range_self(size, gamma) - semilocal * local_term


def enclosed_charge(r, size):
    y = r / size
    return erf(y / np.sqrt(2)) - np.sqrt(2 / np.pi) * y * np.exp(-y * y / 2)


def relaxation(size, eps=dielectric):
    def integrand(r):
        return (enclosed_charge(r, size) / r) ** 2
    split = min(8 * size, radius)
    value = quad(integrand, 1e-7 * size, split, epsabs=1e-11)[0]
    if split < radius:
        value += quad(integrand, split, radius, epsabs=1e-11)[0]
    return (1 - 1 / eps) * value


def koopmans_error(size, alpha, gamma, eps=dielectric):
    return 0.5 * ((1 - alpha) * residual(size, gamma) - relaxation(size, eps))


def tune_on_homo(alpha, eps=dielectric):
    target = relaxation(pi_size, eps)
    return brentq(lambda g: (1 - alpha) * residual(pi_size, g) - target,
                  1e-6, 3.0, xtol=1e-13)


def satisfy_both(size_s, size_p, eps=dielectric, semilocal=1.0):
    """Return alpha and gamma for which both Koopmans errors vanish."""
    relax_s, relax_p = relaxation(size_s, eps), relaxation(size_p, eps)

    def mismatch(g):
        return (residual(size_s, g, semilocal) * relax_p
                - residual(size_p, g, semilocal) * relax_s)
    gamma = brentq(mismatch, 1e-6, 0.3, xtol=1e-13)
    return 1 - relax_p / residual(size_p, gamma, semilocal), gamma


# ---- independent evaluations from definitions ----
def gauss_grid(upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * upper * (x + 1), 0.5 * upper * w


def short_range_by_pairs(size, gamma):
    """Average erfc(gamma*u)/u over the pair-distance distribution."""
    u, w = gauss_grid(14 * size, 300)
    variance = 2 * size**2
    pairs = 4 * np.pi * u**2 * np.exp(-u**2 / (2 * variance))
    pairs /= (2 * np.pi * variance) ** 1.5
    return np.sum(w * pairs * erfc(gamma * u) / u)


def exchange_density(n, gamma):
    """Short-range exchange energy per volume from the uniform-gas hole."""
    n = np.atleast_1d(n)
    u, w = gauss_grid(6 / gamma, 700)
    kf = (3 * np.pi**2 * n) ** (1 / 3)
    x = kf[:, None] * u[None, :]
    hole = (spherical_jn(1, x) / x) ** 2
    return -9 * np.pi * n**2 * (hole @ (w * u * erfc(gamma * u)))


def relaxation_by_poisson(size, eps=dielectric):
    """Finite-volume potentials with and without the dielectric sphere."""
    inside = 2000
    h = radius / (inside + 0.5)
    count = 3 * inside
    r = (np.arange(count) + 0.5) * h
    faces = np.arange(count + 1) * h
    n = np.exp(-r**2 / (2 * size**2)) / (2 * np.pi * size**2) ** 1.5
    potentials = []
    for constant in (1.0, eps):
        link = faces**2 * np.where(faces < radius, constant, 1.0) / h
        bands = np.zeros((3, count))
        bands[0, 1:] = -link[1:-1]
        bands[1] = link[:-1] + link[1:]
        bands[2, :-1] = -link[1:-1]
        source = 4 * np.pi * r**2 * n * h
        source[-1] += link[-1] / (r[-1] + h)
        potentials.append(solve_banded((1, 1), bands, source))
    return np.sum(4 * np.pi * r**2 * n * h * (potentials[0] - potentials[1]))


def koopmans_by_energies(size, alpha, gamma):
    """Orbital energy minus the finite energy difference, full local exchange."""
    r, w = gauss_grid(8 * size, 200)
    orbital = np.exp(-r**2 / (2 * size**2)) / (2 * np.pi * size**2) ** 1.5
    spin_density = density / 2

    def spin_energy(ns):
        return 0.5 * exchange_density(2 * ns, gamma)
    step = 1e-3 * spin_density
    slope = (spin_energy(spin_density + step)
             - spin_energy(spin_density - step))[0] / (2 * step)
    change = spin_energy(spin_density)[0] - spin_energy(spin_density - orbital)
    local = np.sum(w * 4 * np.pi * r**2 * (slope * orbital - change))
    electrostatic = 0.5 * short_range_by_pairs(size, gamma)
    return (1 - alpha) * (electrostatic + local) - 0.5 * relaxation_by_poisson(size)


gamma_zero = tune_on_homo(0.0)
gamma_fifth = tune_on_homo(0.2)
for size in (sigma_size, pi_size):
    for gamma in (gamma_zero, gamma_fifth):
        direct = short_range_by_pairs(size, gamma)
        assert abs(direct - short_range_self(size, gamma)) < 1e-8
    assert abs(relaxation_by_poisson(size) / relaxation(size) - 1) < 1e-3

# The finite density step limits this derivative to about one part in 1e5.
for gamma in (gamma_zero, 0.8):
    step = 0.01 * density
    values = exchange_density(density + step * np.array([-1, 0, 1]), gamma)
    second = (values[0] - 2 * values[1] + values[2]) / step**2
    assert abs(-2 * second / kernel_strength(gamma) - 1) < 2e-4

# The energy difference keeps all orders in the orbital density; the formula
# keeps two, so the compact orbital is allowed a larger difference.
sigma_error_0 = koopmans_error(sigma_size, 0.0, gamma_zero) * EV
sigma_error_2 = koopmans_error(sigma_size, 0.2, gamma_fifth) * EV
full_sigma_0 = koopmans_by_energies(sigma_size, 0.0, gamma_zero) * EV
full_sigma_2 = koopmans_by_energies(sigma_size, 0.2, gamma_fifth) * EV
full_pi_0 = koopmans_by_energies(pi_size, 0.0, gamma_zero) * EV
assert abs(full_sigma_0 - sigma_error_0) < 0.08
assert abs(full_sigma_2 - sigma_error_2) < 0.08
assert abs(full_pi_0) < 0.01

# Level order: wrong after HOMO tuning alone, right with alpha = 0.2.
assert -removal_homo > -removal_sigma + full_sigma_0 > -removal_pi2
assert -removal_sigma + full_sigma_2 < -removal_pi2
assert abs(full_sigma_2) < 0.5 * abs(full_sigma_0)

# The relative self-interaction of the compact orbital grows with gamma.
gammas = np.linspace(0.02, 0.25, 50)
ratios = np.array([residual(sigma_size, g) / residual(pi_size, g) for g in gammas])
assert np.all(np.diff(ratios) > 0)

alpha_best, gamma_best = satisfy_both(sigma_size, pi_size)
assert abs(tune_on_homo(alpha_best) - gamma_best) < 1e-8
assert abs(koopmans_error(sigma_size, alpha_best, gamma_best)) < 1e-9
alpha_no_kernel, gamma_no_kernel = satisfy_both(sigma_size, pi_size, semilocal=0.0)

# Small orbitals without a semilocal kernel: inverse dielectric constant.
alpha_limit, gamma_limit = satisfy_both(sigma_size / 10, pi_size / 10, semilocal=0.0)
assert abs(alpha_limit - 1 / dielectric) < 2e-3
assert abs(gamma_limit / (np.sqrt(np.pi) / (2 * radius)) - 1) < 0.02

# At strong screening the sign of the sigma error must reverse.
unit_relaxation = relaxation(pi_size) / (1 - 1 / dielectric)
critical_dielectric = 1 / (1 - residual(pi_size, gamma_best) / unit_relaxation)
for factor, sign in ((0.8, 1), (1.25, -1)):
    eps = factor * critical_dielectric
    error = koopmans_error(sigma_size, 0.0, tune_on_homo(0.0, eps), eps)
    assert sign * error > 0

width_errors = [koopmans_error(width / BOHR, 0.0, gamma_zero) * EV
                for width in (0.6, 0.8, 1.0, 1.25)]
assert np.all(np.diff(width_errors) < 0)

print(f"sigma width, pi width, sphere radius: {sigma_size*BOHR:.2f}, "
      f"{pi_size*BOHR:.2f}, {radius*BOHR:.2f} angstrom")
print(f"dielectric constant: {dielectric:.2f} (no unit)")
print(f"valence density: {density/BOHR**3:.2f} electrons/angstrom^3")
print(f"Fermi wave number: {k_fermi/BOHR:.4f} 1/angstrom")
print(f"removal energies HOMO pi, second pi, sigma: {removal_homo:.2f}, "
      f"{removal_pi2:.2f}, {removal_sigma:.2f} eV")
print("Integrals at alpha=0 with gamma tuned on the HOMO:")
for name, size in (("sigma", sigma_size), ("pi", pi_size)):
    total, short = coulomb_self(size), short_range_self(size, gamma_zero)
    local = kernel_strength(gamma_zero) * density_overlap(size)
    print(f" {name} full self-Coulomb J: {total*EV:.3f} eV")
    print(f" {name} long-range part: {(total-short)*EV:.3f} eV")
    print(f" {name} short-range part: {short*EV:.3f} eV")
    print(f" {name} semilocal kernel term: {local*EV:.3f} eV")
    print(f" {name} residual D: {residual(size, gamma_zero)*EV:.3f} eV")
    print(f" {name} relaxation R: {relaxation(size)*EV:.3f} eV")
print(f"common long-range limit 2*gamma/sqrt(pi): "
      f"{2*gamma_zero/np.sqrt(np.pi)*EV:.3f} eV")
print(f"ratio R_sigma/R_pi: {relaxation(sigma_size)/relaxation(pi_size):.4f}")
print("HOMO-tuned scan:")
for alpha in (0.0, 0.1, 0.2, 0.3):
    gamma = tune_on_homo(alpha)
    ratio = residual(sigma_size, gamma) / residual(pi_size, gamma)
    error = koopmans_error(sigma_size, alpha, gamma) * EV
    print(f" alpha={alpha:.1f}: gamma={gamma/BOHR:.4f} 1/angstrom, "
          f"D ratio={ratio:.4f}, sigma error={error:.3f} eV, "
          f"sigma level={-removal_sigma+error:.3f} eV")
print(f"tuned gamma at alpha=0 and 0.2: {gamma_zero:.4f}, {gamma_fifth:.4f} 1/bohr")
print(f"sigma error, full local exchange, alpha=0: {full_sigma_0:.3f} eV")
print(f"sigma error, full local exchange, alpha=0.2: {full_sigma_2:.3f} eV")
print(f"pi error, full local exchange, alpha=0: {full_pi_0:.4f} eV")
print("alpha=0.2 added without retuning gamma:")
for name, size in (("sigma", sigma_size), ("pi", pi_size)):
    print(f" {name} error: {koopmans_error(size, 0.2, gamma_zero)*EV:.3f} eV")
print(f"both errors zero: alpha={alpha_best:.4f}, "
      f"gamma={gamma_best/BOHR:.4f} 1/angstrom")
print(f"same without semilocal kernel: alpha={alpha_no_kernel:.4f}, "
      f"gamma={gamma_no_kernel/BOHR:.4f} 1/angstrom")
print(f"widths divided by 10, no kernel: alpha={alpha_limit:.4f}, "
      f"gamma={gamma_limit/BOHR:.4f} 1/angstrom")
print(f"limit values: 1/dielectric={1/dielectric:.4f}, "
      f"sqrt(pi)/(2a)={np.sqrt(np.pi)/(2*radius*BOHR):.4f} 1/angstrom")
for eps in (2.0, 2.5, 3.0, 4.0):
    alpha = satisfy_both(sigma_size, pi_size, eps)[0]
    print(f" required alpha at dielectric constant {eps:.1f}: {alpha:.4f}")
print(f"dielectric constant where required alpha is zero: {critical_dielectric:.3f}")
for width, error in zip((0.6, 0.8, 1.0, 1.25), width_errors):
    print(f" alpha=0, compact width {width:.2f} angstrom: error={error:.3f} eV")
print("PASS")
```

Output:

```
sigma width, pi width, sphere radius: 0.60, 1.50, 5.00 angstrom
dielectric constant: 3.00 (no unit)
valence density: 1.00 electrons/angstrom^3
Fermi wave number: 3.0937 1/angstrom
removal energies HOMO pi, second pi, sigma: 8.00, 9.00, 9.30 eV
Integrals at alpha=0 with gamma tuned on the HOMO:
 sigma full self-Coulomb J: 13.540 eV
 sigma long-range part: 4.661 eV
 sigma short-range part: 8.879 eV
 sigma semilocal kernel term: 0.973 eV
 sigma residual D: 7.906 eV
 sigma relaxation R: 7.107 eV
 pi full self-Coulomb J: 5.416 eV
 pi long-range part: 3.660 eV
 pi short-range part: 1.756 eV
 pi semilocal kernel term: 0.062 eV
 pi residual D: 1.694 eV
 pi relaxation R: 1.694 eV
common long-range limit 2*gamma/sqrt(pi): 4.965 eV
ratio R_sigma/R_pi: 4.1952
HOMO-tuned scan:
 alpha=0.0: gamma=0.3056 1/angstrom, D ratio=4.6670, sigma error=0.400 eV, sigma level=-8.900 eV
 alpha=0.1: gamma=0.2783 1/angstrom, D ratio=4.3968, sigma error=0.171 eV, sigma level=-9.129 eV
 alpha=0.2: gamma=0.2484 1/angstrom, D ratio=4.1069, sigma error=-0.075 eV, sigma level=-9.375 eV
 alpha=0.3: gamma=0.2148 1/angstrom, D ratio=3.7946, sigma error=-0.339 eV, sigma level=-9.639 eV
tuned gamma at alpha=0 and 0.2: 0.1617, 0.1314 1/bohr
sigma error, full local exchange, alpha=0: 0.358 eV
sigma error, full local exchange, alpha=0.2: -0.108 eV
pi error, full local exchange, alpha=0: -0.0001 eV
alpha=0.2 added without retuning gamma:
 sigma error: -0.391 eV
 pi error: -0.169 eV
both errors zero: alpha=0.1703, gamma=0.2576 1/angstrom
same without semilocal kernel: alpha=0.2901, gamma=0.2249 1/angstrom
widths divided by 10, no kernel: alpha=0.3333, gamma=0.1776 1/angstrom
limit values: 1/dielectric=0.3333, sqrt(pi)/(2a)=0.1772 1/angstrom
 required alpha at dielectric constant 2.0: 0.3777
 required alpha at dielectric constant 2.5: 0.2533
 required alpha at dielectric constant 3.0: 0.1703
 required alpha at dielectric constant 4.0: 0.0666
dielectric constant where required alpha is zero: 5.090
 alpha=0, compact width 0.60 angstrom: error=0.400 eV
 alpha=0, compact width 0.80 angstrom: error=0.217 eV
 alpha=0, compact width 1.00 angstrom: error=0.091 eV
 alpha=0, compact width 1.25 angstrom: error=0.017 eV
PASS
```
